# Why Gaussian functions without a nuclear cusp give good energies

## Definitions and the defect

Consider one electron bound to a fixed point nucleus of charge \(Z\), without relativity. Hartree atomic units are used, so Gaussian exponents are in bohr\(^{-2}\). The Hamiltonian, ground state and energy are

\[
H=-\tfrac12\nabla^2-\frac Zr,\qquad
\psi=\psi_0e^{-Zr},\qquad
\psi_0^2=\frac{Z^3}{\pi},\qquad E_0=-\frac{Z^2}{2}.
\]

The approximation \(\phi\) is a finite sum of s-type Gaussians \(e^{-\alpha r^2}\). The largest exponent is \(A\), and \(a=A^{-1/2}\) is the length scale of the tightest function. In an even-tempered basis the exponents are \(A,A/\beta,A/\beta^2,\ldots\), with a fixed ratio \(\beta>1\), continued until the functions are diffuse enough for the tail. The energy error \(\Delta E\) is the energy expectation value of \(\phi\) minus \(E_0\).

The exact state has a cusp, \(\psi'(0)=-Z\psi(0)\). Each Gaussian has slope \(-2\alpha re^{-\alpha r^2}\), which vanishes at \(r=0\), and so does the slope of any finite sum. Raising \(A\) never repairs the slope at the nucleus. It shrinks the region in which the slope is wrong.

The local energy \(H\phi/\phi\) shows the defect plainly. At the nucleus \(\nabla^2\phi\) is finite, so nothing cancels \(-Z/r\), and the local energy diverges if \(\phi(0)\ne0\). The energy can nevertheless be good, when \(A\gg Z^2\) and the exponents are spaced closely enough, for two reasons: its error is quadratic in the defect, and the defect occupies a small volume.

## The error is quadratic

Write \(\phi=\psi-\eta\), where \(\eta\) is the missing part. Since \((H-E_0)\psi=0\) and \(H\) is Hermitian, both cross terms vanish in

\[
\langle\phi|H-E_0|\phi\rangle
=\langle\eta|H-E_0|\eta\rangle .
\]

Dividing by the norm gives an exact identity:

\[
\Delta E=\frac{1}{\langle\phi|\phi\rangle}
\left[\frac12\int|\nabla\eta|^2d^3r
-Z\int\frac{\eta^2}{r}d^3r
+\frac{Z^2}{2}\int\eta^2d^3r\right].
\tag{1}
\]

The last term is positive because \(-E_0=Z^2/2\).

Near the nucleus \(\psi\simeq\psi_0(1-Zr)\). Gaussians limited to the scale \(a\) follow this line down to \(r\sim a\) and then flatten. Inside that radius the slope of \(\eta\) is about \(-Z\psi_0\), and its size is about \(Z\psi_0a\). With volume element \(4\pi r^2dr\), the three terms in (1) scale as

\[
Z^2\psi_0^2a^3,\qquad
Z(Z\psi_0a)^2a^2=Z^3\psi_0^2a^4,\qquad
Z^2(Z\psi_0a)^2a^3=Z^4\psi_0^2a^5 .
\]

The kinetic term dominates when \(Za\ll1\), that is, when \(A\gg Z^2\). Inserting \(\psi_0^2=Z^3/\pi\) gives

\[
\Delta E\simeq C\,Z^5A^{-3/2}.
\tag{2}
\]

The slope error does not become small inside the core. The factor \(a^3\) is entirely the volume in which it acts.

## The constant for a cut expansion

The constant can be found when the exact Gaussian expansion of the exponential is cut at \(A\). That expansion is

\[
e^{-Zr}=\frac{Z}{2\sqrt\pi}\int_0^\infty
\alpha^{-3/2}e^{-Z^2/(4\alpha)-\alpha r^2}\,d\alpha .
\tag{3}
\]

To verify it, put \(\alpha=Z^2/(4u^2)\). Then \(\alpha^{-3/2}=8u^3/Z^3\) and \(|d\alpha|=Z^2du/(2u^3)\), so the right side becomes

\[
\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2-b^2/u^2}du,\qquad b=\frac{Zr}{2}.
\]

The substitution \(u\to b/u\) leaves the exponent unchanged and turns \(du\) into \(b\,du/u^2\). Averaging the two forms and setting \(v=u-b/u\), with \(dv=(1+b/u^2)du\) and \(u^2+b^2/u^2=v^2+2b\), gives

\[
\frac{2}{\sqrt\pi}\,\frac12e^{-2b}\int_{-\infty}^{\infty}e^{-v^2}dv=e^{-2b}=e^{-Zr}.
\]

Now discard all exponents above \(A\), without readjusting the rest. For \(A\gg Z^2\), the factor \(e^{-Z^2/(4\alpha)}\) in the discarded part is one, up to relative corrections of order \(Z^2/A\). Hence

\[
\frac{\eta}{\psi_0}\simeq\frac{Z}{2\sqrt\pi}
\int_A^\infty\alpha^{-3/2}e^{-\alpha r^2}d\alpha,\qquad
\frac{\eta(0)}{\psi_0}\simeq\frac{Z}{\sqrt{\pi A}} .
\tag{4}
\]

Differentiate with respect to \(r\) and substitute \(s=r\sqrt\alpha\):

\[
\frac{\eta'}{\psi_0}
=-\frac{Zr}{\sqrt\pi}\int_A^\infty\alpha^{-1/2}e^{-\alpha r^2}d\alpha
=-Z\,\mathrm{erfc}(\sqrt A\,r).
\tag{5}
\]

The slope error is \(-Z\psi_0\) at the nucleus for every \(A\) and dies off beyond \(r\sim a\). With \(x=\sqrt A\,r\), the kinetic term is

\[
T_\eta=\frac12\,\frac{Z^3}{\pi}\,Z^2\,4\pi A^{-3/2}
\int_0^\infty x^2\mathrm{erfc}^2x\,dx
=2Z^5A^{-3/2}I_2 .
\]

Since \((\mathrm{erfc}\,x)'=-2e^{-x^2}/\sqrt\pi\), one integration by parts gives

\[
I_2=\frac{4}{3\sqrt\pi}\int_0^\infty x^3e^{-x^2}\mathrm{erfc}\,x\,dx .
\]

An antiderivative of \(x^3e^{-x^2}\) is \(-\frac12(x^2+1)e^{-x^2}\). A second integration by parts gives

\[
\int_0^\infty x^3e^{-x^2}\mathrm{erfc}\,x\,dx
=\frac12-\frac1{\sqrt\pi}\int_0^\infty(x^2+1)e^{-2x^2}dx
=\frac12-\frac{5}{8\sqrt2},
\]

because the two parts of the last integral are \(\sqrt\pi/(8\sqrt2)\) and \(\sqrt\pi/(2\sqrt2)\). Therefore

\[
C_{\rm cut}=2I_2=\frac{1}{\sqrt\pi}
\left(\frac43-\frac{5}{3\sqrt2}\right)=0.0873 .
\]

For the attraction, use (4) twice, with \(\int e^{-(\alpha+\alpha')r^2}r^{-1}d^3r=2\pi/(\alpha+\alpha')\):

\[
Z\int\frac{\eta^2}{r}d^3r
=Z\,\frac{Z^3}{\pi}\,\frac{Z^2}{4\pi}\,2\pi
\int_A^\infty\!\!\int_A^\infty
\frac{(\alpha\alpha')^{-3/2}}{\alpha+\alpha'}\,d\alpha\,d\alpha' .
\]

The double integral is twice the part with \(\alpha'>\alpha\). There put \(\alpha'=\alpha t\), then \(t=s^2\):

\[
2\int_A^\infty\frac{d\alpha}{\alpha^3}
\int_1^\infty\frac{t^{-3/2}}{1+t}dt
=\frac1{A^2}\,2\int_1^\infty\frac{ds}{s^2(1+s^2)}
=\frac{2-\pi/2}{A^2}.
\]

The prefactor is \(Z^6/(2\pi)\), so

\[
\Delta E_{\rm cut}=C_{\rm cut}Z^5A^{-3/2}
-\left(\frac1\pi-\frac14\right)Z^6A^{-2}+\cdots .
\tag{6}
\]

The norm term in (1) and the correction to (5) enter at order \(A^{-5/2}\). The denominator differs from one by order \(A^{-2}\), which matters later still. For \(Z=1\) and \(A=1024\), the two terms give \(2.6005\times10^{-6}\) hartree; the full cut function gives \(2.6003\times10^{-6}\) hartree.

## The same cusp without the volume factor

To isolate the role of \(r^2\), keep the exponential but place it on a line. The function \(\sqrt Z\,e^{-Z|x|}\) is the ground state of \(-\frac12d^2/dx^2-Z\delta(x)\), with energy \(-Z^2/2\). The kink is the same, and so is the relative slope error (5), with \(r=|x|\). The kinetic error becomes

\[
T_\eta^{\rm line}=\frac12\,Z\,Z^2\,2A^{-1/2}
\int_0^\infty\mathrm{erfc}^2x\,dx
=Z^3A^{-1/2}\int_0^\infty\mathrm{erfc}^2x\,dx .
\]

Integrating by parts twice as before,

\[
\int_0^\infty\mathrm{erfc}^2x\,dx
=\frac4{\sqrt\pi}\int_0^\infty xe^{-x^2}\mathrm{erfc}\,x\,dx
=\frac4{\sqrt\pi}\left(\frac12-\frac1{2\sqrt2}\right)
=\frac{2-\sqrt2}{\sqrt\pi}.
\]

The attraction contributes \(-Z\eta(0)^2=-Z\cdot Z\cdot Z^2/(\pi A)\). Thus

\[
\Delta E_{\rm cut}^{\rm line}
=\frac{2-\sqrt2}{\sqrt\pi}Z^3A^{-1/2}-\frac{Z^4}{\pi A}+\cdots .
\tag{7}
\]

Quadrupling \(A\) halves the leading error on the line but divides it by eight in the atom. The leading integrals differ only in the weight \(x^2\) and in constants. Two of the three powers of \(a\) in the atomic error come from that weight; the third is the radial width of the defect, present in both cases.

## Why the largest exponent alone is not enough

Equation (2) cannot hold for every basis with largest exponent \(A\). Gaussians with exponents in any interval below \(A\), however short, can approximate the ground state to arbitrary accuracy in energy if enough of them are used.

To see this, use the norm that controls both the function and its gradient. Suppose a radial \(f\) with finite norm is orthogonal, in the corresponding inner product, to every Gaussian in the interval. Let \(F(\alpha)=\int fe^{-\alpha r^2}d^3r\). Since \((1-\nabla^2)e^{-\alpha r^2}=(1+6\alpha-4\alpha^2r^2)e^{-\alpha r^2}\), and a factor \(-r^2\) is produced by differentiating with respect to \(\alpha\), orthogonality reads

\[
(1+6\alpha)F+4\alpha^2F'=0 .
\]

The left side is analytic for \(\alpha>0\). If it vanishes on an interval, it vanishes for all positive \(\alpha\), and then \(F=c\,\alpha^{-3/2}e^{1/(4\alpha)}\). But the Schwarz inequality limits the growth of \(|F|\) to \(\alpha^{-3/4}\) as \(\alpha\to0\), so \(c=0\). A vanishing \(F\) is a vanishing Laplace transform in \(r^2\), hence \(f=0\). Nothing is left out of the closure. The attraction term in (1) is negative, so \(\Delta E\) is bounded by the kinetic and norm terms, and both become arbitrarily small as \(\eta\) shrinks in this norm.

A power law therefore needs a rule for the spacing. At fixed \(\beta\), write the core defect as \(\eta=\psi_0ZA^{-1/2}D(x)\), with \(x=\sqrt A\,r\). The available Gaussians become \(e^{-x^2},e^{-x^2/\beta},\ldots\), a set independent of \(A\). The leading kinetic term is

\[
\frac12\int|\nabla\eta|^2d^3r
=2Z^5A^{-3/2}\int_0^\infty[D'(x)]^2x^2dx .
\]

For the core, where \(x\) is of order one, minimizing it is the same local problem for every \(A\). The part of the error at distances of order \(1/Z\) is not covered by this argument and need not shrink as \(A\) grows; it is taken up next. Reoptimization changes the constant to some \(C(\beta)\), but not the power. This is a leading-order scaling argument; the variational calculations below check it.

Fixed spacing has a price. A geometric sequence of exponents is incomplete even if continued without end in both directions. Consider

\[
F(\alpha)=\frac{\sin[\pi\ln(\alpha/A)/\ln\beta]}{(1+\alpha)^2},
\]

which vanishes at every \(\alpha=A\beta^k\) with integer \(k\). For \(\mathrm{Re}\,\alpha>0\) the phase of \(\alpha\) is below \(\pi/2\) in magnitude, so the sine is bounded. By the Paley–Wiener theorem, \(F\) is then the Laplace transform of a square-integrable function \(h(s)\), which is also bounded because \(F\) is integrable along the imaginary axis. The function \(f(r)=2h(r^2)/r\) is normalizable in three dimensions, nonzero and orthogonal to every Gaussian in the set. A floor in the energy error is therefore possible, and the calculations show its size.

## How large the error is in hydrogen

The table gives variational results for hydrogen, \(Z=1\), with \(\beta=2\) and smallest exponent \(1/128\). The line column uses the same exponents for the one-dimensional control. The last column is the deficit of \(|\phi(0)|^2\) relative to its exact value.

| \(A\) | Atom, \(\Delta E\) (hartree) | Line, \(\Delta E\) (hartree) | Contact deficit |
|---:|---:|---:|---:|
| 16 | \(2.71\times10^{-4}\) | \(3.59\times10^{-2}\) | 14.2% |
| 64 | \(3.51\times10^{-5}\) | \(1.85\times10^{-2}\) | 7.1% |
| 256 | \(4.46\times10^{-6}\) | \(9.37\times10^{-3}\) | 3.6% |
| 1024 | \(5.63\times10^{-7}\) | \(4.72\times10^{-3}\) | 1.8% |
| 4096 | \(7.23\times10^{-8}\) | \(2.37\times10^{-3}\) | 0.89% |
| 16384 | \(1.07\times10^{-8}\) | \(1.19\times10^{-3}\) | 0.44% |

Take \(A=1024\), with 18 functions. The core scale is \(a=1/\sqrt{1024}=0.03125\) bohr, and the exact probability of finding the electron inside it is \(3.9\times10^{-5}\). Since \(A^{3/2}=32768\),

\[
C(2)\simeq5.633\times10^{-7}\times32768=0.0185 .
\]

The energy error is 0.015 meV. Its parts in (1), with \(\phi\) scaled so that \(\langle\psi|\phi\rangle=1\), are

\[
(5.669-0.042+0.006)\times10^{-7}
=5.633\times10^{-7}\ \text{hartree},
\]

for kinetic energy, attraction and norm in that order. The kinetic part exceeds the total by 0.6%; at \(A=64\) it exceeds it by 3%. The share of the kinetic error inside \(3a\) is 97% at \(A=64\) and 96% at \(A=1024\), although \(a\) differs by a factor of four. The error does come from a core that shrinks with the tightest Gaussian.

Between the last two rows the line error falls with power 0.499, as expected. The atomic error falls with power 1.38 rather than 1.5, because the spacing floor has become visible. At \(A=2^{20}\) the \(\beta=2\) error is still \(1.86\times10^{-9}\) hartree. Subtracting this value from the last two rows restores the power to 1.50. The next digit is not significant, because about 1% of the subtracted value, \(0.0185\times2^{-30}\simeq1.7\times10^{-11}\) hartree, is still the power-law error rather than the floor.

A control identifies the spacing as the main cause. At \(\beta=2\), continuing the exponents down to \(2^{-12}\) lowers the value at \(A=2^{20}\) only to \(1.72\times10^{-9}\) hartree. With \(\beta=\sqrt2\) and the same smallest exponent, the error at \(A=2^{20}\) is \(9.4\times10^{-12}\) hartree. Between \(A=4096\) and \(16384\) its power is 1.499 without any subtraction.

Coarse spacing can make the law invisible. With \(\beta=4\), exponents that are powers of four and a smallest exponent of \(1/64\), the error is \(3.6\times10^{-4}\) hartree at \(A=64\) and stays at \(3.2\times10^{-4}\) hartree from \(A=1024\) to \(262144\). Tighter functions do almost nothing for the energy there. The floor is not fixed by \(\beta\) alone: it also depends on where the exponents are placed, and with twice the powers of four and a smallest exponent of \(1/128\) it is \(4.5\times10^{-4}\) hartree.

## Choosing exponents

**Set the spacing first.** Choose \(\beta\) so that the floor lies well below the target error, then raise \(A\). If adding tight functions at fixed \(\beta\) stops reducing the energy, closer spacing is the next thing to try; the diffuse limit should also be checked.

Closer spacing also reduces the cusp error itself. At \(A=16\), the error for \(\beta=2,\sqrt2\) and \(2^{1/4}\) is \(2.7\), \(1.5\) and \(0.66\) in units of \(10^{-4}\) hartree, with 12, 23 and 45 functions. This is an expensive route: in the table, two additional tight functions at \(\beta=2\), from \(A=16\) to \(64\), reduce the error to \(0.35\times10^{-4}\) hartree.

**Then choose the largest exponent.** Above the floor, (2) gives the exponent needed for an energy error \(\epsilon\):

\[
A\simeq\left(\frac{C(\beta)Z^5}{\epsilon}\right)^{2/3}.
\]

For hydrogen with \(\beta=2\) and \(\epsilon=10^{-6}\) hartree, this is \((0.0185/10^{-6})^{2/3}\simeq700\). A tenfold smaller error needs \(A\) larger by \(10^{2/3}\simeq4.6\), or between two and three additional functions at \(\beta=2\).

For another nuclear charge, measure length in units of \(1/Z\). Exponents then scale as \(Z^2\) and energies as \(Z^2\), so

\[
\Delta E(A,Z)=Z^2\,\Delta E(A/Z^2,1),
\]

provided the whole set of exponents is scaled. Inserting \((A/Z^2)^{-3/2}\) recovers \(Z^5A^{-3/2}\). Keeping \(A/Z^2\) fixed preserves the relative energy error, while the absolute error grows as \(Z^2\).

**Judge each property by its own convergence.** The contact density is linear in the defect at a single point:

\[
1-\frac{|\phi(0)|^2}{\psi_0^2}
=\frac{2\eta(0)}{\psi_0}-\frac{\eta(0)^2}{\psi_0^2}.
\]

Since \(\eta(0)\sim Z\psi_0a\), the relative error falls only as \(A^{-1/2}\). No volume factor helps, and no squaring does. At \(A=1024\) the energy is wrong by about one part in a million, the contact density by 1.8%. The table gives a deficit of about \(0.57/\sqrt A\) for hydrogen with \(\beta=2\). A 0.1% contact density would therefore need \(A\simeq(0.57/0.001)^2\simeq3\times10^5\).

The variance of the local energy also converges more slowly than the energy. For \(r\ll a\), \((H-E_0)\phi\) is dominated by \(-Z\psi_0/r\), and at \(r\sim a\) the kinetic term, of order \(Z\psi_0/a\), is of the same size, so the variance scales as

\[
\int_0^a\frac{Z^2\psi_0^2}{r^2}\,4\pi r^2dr\sim Z^5A^{-1/2}.
\]

This is a scaling estimate for the core region and is not part of the numerical check below. Like the energy, the variance has a floor at fixed \(\beta\), so the \(A^{-1/2}\) law holds only above that floor, which coarse spacing such as \(\beta=4\) makes visible. Tighter Gaussians only confine this defect. It is absent if the whole approximation obeys \(\phi'(0)=-Z\phi(0)\): near the nucleus \(\nabla^2\phi\simeq2\phi'(0)/r\), so the kinetic term \(-\phi'(0)/r\) cancels \(-Z\phi(0)/r\). Adding a function with nonzero slope to the basis and minimizing the energy does not by itself enforce this condition.

**Respect the limits of the model.** The law assumes a nonrelativistic electron, a point nucleus, \(A\gg Z^2\) and an error above the spacing floor. A nucleus of finite radius has no cusp at its centre, so the argument ends once \(a\) approaches that radius. The constants given here belong to a one-electron atom, and they say nothing about the separate cusp where two electrons meet. The numerical check below covers the formulas for the cut expansion and the variational results, except the two values for exponents continued down to \(2^{-12}\) and for the shifted set at \(\beta=4\), which need the smallest or largest exponent changed accordingly.

## Computed values

```
cut transform, atom: A^-3/2 constant 0.08735, A^-2 constant 0.06831
cut transform, line: A^-1/2 constant 0.33049, A^-1 constant 0.31831
cut, Z=1, A=1024 bohr^-2: atom error 2.60035e-06 hartree, formula 2.60053e-06 hartree
cut, Z=1, A=1024 bohr^-2: line error 1.00280e-02 hartree, formula 1.00171e-02 hartree
cut, Z=1, A=16384 bohr^-2: atom error 4.13966e-08 hartree, formula 4.13968e-08 hartree
cut, Z=1, A=16384 bohr^-2: line error 2.56274e-03 hartree, formula 2.56256e-03 hartree
cut, Z=3, A=16384 bohr^-2: atom error 9.93533e-06 hartree, formula 9.93574e-06 hartree
cut, Z=3, A=16384 bohr^-2: line error 6.81817e-02 hartree, formula 6.81400e-02 hartree
variational, Z=1, beta=2 (errors in hartree; contact density relative)
A=16 bohr^-2, 12 functions: atom 2.7138e-04, line 3.5935e-02, contact density 1.4159e-01, atom*A^1.5 0.01737
A=64 bohr^-2, 14 functions: atom 3.5115e-05, line 1.8473e-02, contact density 7.0973e-02, atom*A^1.5 0.01798
A=256 bohr^-2, 16 functions: atom 4.4603e-06, line 9.3674e-03, contact density 3.5532e-02, atom*A^1.5 0.01827
A=1024 bohr^-2, 18 functions: atom 5.6333e-07, line 4.7169e-03, contact density 1.7781e-02, atom*A^1.5 0.01846
A=4096 bohr^-2, 20 functions: atom 7.2286e-08, line 2.3668e-03, contact density 8.8953e-03, atom*A^1.5 0.01895
A=16384 bohr^-2, 22 functions: atom 1.0666e-08, line 1.1855e-03, contact density 4.4490e-03, atom*A^1.5 0.02237
A=2^20 bohr^-2: atom error 1.8628e-09 hartree for beta=2, 9.3988e-12 hartree for beta=2^(1/2)
beta=2^(1/2): atom error 3.8397e-08 hartree at A=4096 bohr^-2, 4.8063e-09 hartree at A=16384 bohr^-2
decay power, A=4096 to 16384, atom: beta=2 raw 1.3803, floor subtracted 1.5000, beta=2^(1/2) 1.4990
decay power, A=4096 to 16384, beta=2: line 0.4987, contact density 0.4998
A=64 bohr^-2: radius A^-1/2 = 0.125000 bohr, electron probability inside 2.1615e-03
  error terms (hartree): kinetic 3.6171e-05, attraction -1.0885e-06, norm 3.2173e-08, sum 3.5115e-05
  kinetic/sum 1.0301; share of kinetic error inside 3 A^-1/2: 0.9677
A=1024 bohr^-2: radius A^-1/2 = 0.031250 bohr, electron probability inside 3.8830e-05
  error terms (hartree): kinetic 5.6691e-07, attraction -4.2204e-09, norm 6.3969e-10, sum 5.6333e-07
  kinetic/sum 1.0064; share of kinetic error inside 3 A^-1/2: 0.9644
main example, A=1024 bohr^-2: 5.6333e-07 hartree = 1.5329e-02 meV
beta=4, A=64 bohr^-2: atom error 3.6038e-04 hartree
beta=4, A=1024 bohr^-2: atom error 3.1985e-04 hartree
beta=4, A=16384 bohr^-2: atom error 3.1920e-04 hartree
beta=4, A=262144 bohr^-2: atom error 3.1919e-04 hartree
A=16 bohr^-2, beta=4, 6 functions: atom error 6.2176e-04 hartree
A=16 bohr^-2, beta=2, 12 functions: atom error 2.7138e-04 hartree
A=16 bohr^-2, beta=2^(1/2), 23 functions: atom error 1.5004e-04 hartree
A=16 bohr^-2, beta=2^(1/4), 45 functions: atom error 6.6372e-05 hartree
```
